# Film Thickness and Transit Time in Dispersive and Normal Transport

## The question

A light pulse creates a thin sheet of holes, of total charge \(Q\), at the face \(x=0\) of a film of thickness \(L\). A constant voltage \(V\) drives them to the far contact at \(x=L\), where they leave.

While free, a hole moves at velocity \(\mu_0V/L\) and is captured by traps at a total rate \(w\). The depth \(\varepsilon\) of the capturing trap has probability density \(e^{-\varepsilon/kT_0}/(kT_0)\), and release from it occurs at the rate \(\nu e^{-\varepsilon/kT}\). Put \(\alpha=T/T_0\).

Assume a uniform field, injected charge too small to disturb it, and many captures per crossing. Until part (f), ignore diffusion, deep traps without release, and any effect of the field on release. The two films compared have the same material, temperature and voltage.

**(a)** Find the free time \(t_f\) needed to cross the film and the mean number \(n\) of captures. The density of states is a constant \(N_0\) beyond the band edge and \(N_0e^{-\varepsilon/kT_0}\) in the tail, and all traps have the same capture coefficient.

**(b)** Find the long-time form of the probability that a captured hole is still trapped. When is the mean wait finite?

**(c)** Show that for \(\alpha=0.5\) doubling \(L\) at constant \(V\) lengthens the transit time sixteenfold, compared with fourfold for normal drift.

**(d)** For \(\alpha=0.5\), find the current \(I(t)\) and the time \(t_T\) at which its early and late power laws cross.

**(e)** Evaluate the results for \(L=1\) and 2 µm, \(V=8\) V, \(T=300\) K, \(\mu_0=1\) cm²/Vs, \(\nu=10^{12}\) s⁻¹ and \(\alpha=0.5\). Compare a narrow tail with \(\alpha=4\).

**(f)** How far may the ratio in a real film depart from the ideal one?

## Model answers

### (a) Free time and captures

The free time is distance divided by free velocity:

\[
t_f=\frac{L}{\mu_0V/L}=\frac{L^2}{\mu_0V}.
\]

One power of \(L\) comes from the longer path, the other from the weaker field.

Let \(b\) be the capture coefficient and \(p\) the density of free holes. In equilibrium, capture into a level balances release from it. For low occupation \(f\), this reads \(bp=fr\), where \(r\) is the release rate. Boltzmann statistics give \(p/f=N_ve^{-\varepsilon/kT}\), with

\[
N_v=\int_0^\infty N_0e^{-E/kT}\,dE=N_0kT .
\]

Hence \(r=bN_ve^{-\varepsilon/kT}\), so that \(\nu=bN_0kT\). The total capture rate is

\[
w=b\int_0^\infty N_0e^{-\varepsilon/kT_0}\,d\varepsilon=bN_0kT_0=\frac{\nu}{\alpha}.
\]

Captures occur at a constant rate during the free time. Their number is therefore Poisson distributed with mean

\[
n=wt_f=\frac{\nu L^2}{\alpha\mu_0V}.
\]

Doubling \(L\) at constant \(V\) multiplies both \(t_f\) and \(n\) by four.

### (b) Waiting in the tail

Let \(u=e^{-\varepsilon/kT}\), so that the release rate is \(\nu u\). Since \(|d\varepsilon|=kT\,du/u\) and \(e^{-\varepsilon/kT_0}=u^\alpha\), the probability density of \(u\) is \(\alpha u^{\alpha-1}\) on \(0<u<1\). The probability of still being trapped after a time \(t\) is

\[
\Phi(t)=\int_0^1\alpha u^{\alpha-1}e^{-\nu ut}\,du
\;\longrightarrow\;\alpha\Gamma(\alpha)(\nu t)^{-\alpha}\qquad(\nu t\gg1),
\]

because the exponential then cuts off the integral well below \(u=1\). The mean wait is the average of \(1/(\nu u)\):

\[
\langle t_w\rangle=\frac{\alpha}{\nu}\int_0^1u^{\alpha-2}\,du
=\frac{\alpha}{\nu(\alpha-1)}\qquad(\alpha>1).
\]

For \(\alpha\le1\) the integral diverges at \(u=0\), which represents the deepest traps. A mean transit time then does not exist, and another measure is needed, such as the time by which a fixed fraction of holes has arrived.

### (c) The effect of doubling the thickness

Let \(\psi(s)\) be the average of \(e^{-st_w}\) over one wait. A hole with \(m\) captures takes the time \(t_f\) plus \(m\) independent waits. Averaging over the Poisson distribution gives

\[
\langle e^{-st}\rangle=e^{-st_f}\sum_{m=0}^\infty e^{-n}\frac{n^m}{m!}\psi^m=e^{-G(s)},
\qquad G=st_f+n(1-\psi).
\]

For a release rate \(\nu u\), the average of \(e^{-st_w}\) is \(\nu u/(s+\nu u)\). With \(\sigma=s/\nu\) and \(u=\sigma y\),

\[
1-\psi=\int_0^1\alpha u^{\alpha-1}\frac{\sigma}{\sigma+u}\,du
=\alpha\sigma^\alpha\int_0^{1/\sigma}\frac{y^{\alpha-1}}{1+y}\,dy .
\]

For \(0<\alpha<1\) and small \(\sigma\), the last integral tends to \(\pi/\sin\pi\alpha\). Therefore

\[
G\simeq n\,\frac{\pi\alpha}{\sin\pi\alpha}\left(\frac{s}{\nu}\right)^\alpha .
\]

The free-time term is \(st_f=n\alpha\sigma\). Extending the integral from \(1/\sigma\) to infinity drops a further term, \(-n\alpha\sigma/(1-\alpha)\), since \(\int_{1/\sigma}^\infty y^{\alpha-2}dy=\sigma^{1-\alpha}/(1-\alpha)\). In the relevant range \(n\sigma^\alpha\) is of order one, so both terms are of order \(n^{1-1/\alpha}\) and vanish for large \(n\), slowly when \(\alpha\) is close to 1.

Thus \(s\) enters only through \(n^{1/\alpha}s\). The distribution of \(t/n^{1/\alpha}\) no longer depends on \(n\), and the arrival time of any fixed fraction obeys

\[
t\propto n^{1/\alpha}\propto\left(\frac{L^2}{V}\right)^{1/\alpha},
\qquad
\frac{t(2L)}{t(L)}=4^{1/\alpha}.
\]

For \(\alpha=0.5\) the ratio is \(4^2=16\). Near \(\alpha=1\) the limit is not yet reached at a few thousand captures: with the parameters of part (e) and \(\alpha=0.9\), the ratio of the medians is about 5.0 against \(4^{1/0.9}=4.67\).

In normal drift, here \(\alpha>1\), the mean wait is finite. The sum of many waits then approaches \(n\langle t_w\rangle\), and

\[
t_{\rm normal}=t_f+n\langle t_w\rangle
=t_f+\frac{\nu t_f}{\alpha}\,\frac{\alpha}{\nu(\alpha-1)}
=\frac{\alpha}{\alpha-1}\,t_f .
\]

This is proportional to \(L^2/V\), so doubling \(L\) gives a factor 4. For the mean time this holds at any \(n\). For \(\alpha\) only slightly above 1 the typical time approaches the mean slowly: with the parameters of part (e) and \(\alpha=1.05\), the medians are about \(7.6t_f\) and \(8.5t_f\) in the two films against a mean of \(21t_f\), and their ratio lies between 4.4 and 4.5.

The difference comes from rare deep traps. A hole that makes four times as many captures samples the tail further down, and its longest waits grow faster than the number of captures.

The result requires a free velocity proportional to field. If the velocity were independent of field, or if the field rather than the voltage were held fixed, \(t_f\) would be proportional to \(L\). Doubling \(L\) would then give \(2^{1/\alpha}=4\) for \(\alpha=0.5\) and 2 for normal drift.

### (d) Current and crossing time

For \(\alpha=0.5\), the substitution \(u=y^2\) gives

\[
1-\psi=\sigma\int_0^1\frac{dy}{\sigma+y^2}
=\sqrt\sigma\,\arctan\frac1{\sqrt\sigma}\simeq\frac{\pi}{2}\sqrt\sigma .
\]

Hence

\[
G\simeq A\sqrt s,\qquad A=\frac{\pi n}{2\sqrt\nu}.
\]

The current in the external circuit is \(I=(Q/L)\,d\langle x\rangle/dt\), where \(x\) stays at \(L\) after a hole has left. To reach \(x=yL\), a hole needs the fraction \(y\) of the free time and, on average, of the captures. The time to get there therefore has transform \(e^{-yG}\). Since \(\langle x\rangle/L\) is the integral over \(y\) of the probability of having reached \(yL\), its transform is

\[
\frac1s\int_0^1e^{-yG}\,dy=\frac{1-e^{-G}}{sG}.
\]

The time derivative multiplies this by \(s\), because \(\langle x\rangle=0\) at \(t=0\):

\[
\hat I(s)=Q\,\frac{1-e^{-G}}{G}.
\]

To invert it, consider the transform of \(e^{-A^2/4t}/\sqrt{\pi t}\). With \(t=\tau^2\) and \(q=\sqrt s\,\tau-A/(2\tau)\), it is

\[
\frac{2}{\sqrt\pi}\int_0^\infty e^{-s\tau^2-A^2/4\tau^2}d\tau
=\frac{2e^{-A\sqrt s}}{\sqrt\pi}\,J,\qquad J=\int_0^\infty e^{-q^2}d\tau .
\]

Replacing \(\tau\) by \(A/(2\sqrt s\,\tau)\) changes the sign of \(q\) and gives \(\sqrt s\,J=\int_0^\infty e^{-q^2}A/(2\tau^2)\,d\tau\). Adding \(\sqrt s\,J\) to both sides yields

\[
2\sqrt s\,J=\int_0^\infty e^{-q^2}\left(\sqrt s+\frac{A}{2\tau^2}\right)d\tau
=\int_{-\infty}^{\infty}e^{-q^2}dq=\sqrt\pi .
\]

The transform is therefore \(e^{-A\sqrt s}/\sqrt s\). Using this result for \(A\), and its limit \(A\to0\) for the first term of \(\hat I\), gives

\[
I(t)=\frac{Q}{A\sqrt{\pi t}}\left(1-e^{-A^2/4t}\right).
\]

The early and late forms are

\[
I_{\rm early}=\frac{Q}{A\sqrt\pi}\,t^{-1/2},\qquad
I_{\rm late}=\frac{QA}{4\sqrt\pi}\,t^{-3/2}.
\]

Setting them equal gives

\[
t_T=\frac{A^2}{4}=\frac{\pi^2n^2}{16\nu}.
\]

The crossing time is proportional to \(n^2\), hence to \(L^4/V^2\), and shows the same factor 16 as the arrival times. The early law holds for \(1/\nu\ll t\ll t_T\).

The fraction \(P\) that has arrived by time \(t\) has transform \(e^{-A\sqrt s}/s\). This is the integral of \(e^{-a\sqrt s}/\sqrt s\) over \(a\) from \(A\) to infinity, so

\[
P(t)=\int_A^\infty\frac{e^{-a^2/4t}}{\sqrt{\pi t}}\,da
=\operatorname{erfc}\frac{A}{2\sqrt t}
=\operatorname{erfc}\sqrt{\frac{t_T}{t}} .
\]

At \(t_T\) this is \(\operatorname{erfc}(1)=0.157\): about 16% of the holes have arrived. The crossing time marks the first substantial arrivals and is shorter than the median.

### (e) Numbers

For the 1 µm film,

\[
t_f=\frac{(10^{-4}\,\text{cm})^2}{(1\,\text{cm}^2/\text{Vs})(8\,\text{V})}=1.25\ \text{ns},
\qquad n=(2\times10^{12}\,\text{s}^{-1})\,t_f=2500,
\]

\[
t_T=\frac{\pi^2(2500)^2}{16\times10^{12}\,\text{s}^{-1}}=3.86\ \text{µs}.
\]

For the 2 µm film, \(t_f=5.00\) ns, \(n=10\,000\) and \(t_T=61.7\) µs. The ratio is 16. The median arrival times, from \(P=1/2\), are 17 and 271 µs.

The small-\(s\) form of \(G\) can be avoided by inverting \(\hat I\) numerically with the full arctangent and the free-time term. Lines of slope \(-1/2\) and \(-3/2\) drawn through the current at \(10^{-4}t_T\) and \(10^4t_T\) then cross at times whose ratio is 15.998. The finite number of captures hardly matters here. This construction tests the model only: \(10^4t_T\) is 39 ms and 0.62 s, later than a real film allows (see dark conduction in part (f)).

The apparent mobility \(L^2/(Vt_T)\) falls from \(3.2\times10^{-4}\) to \(0.81\times10^{-4}\) cm²/Vs. In this regime it describes a film at a given voltage and is not a constant of the material.

For \(\alpha=4\), with \(\mu_0\) and \(\nu\) unchanged, the tail width is 6.5 meV and \(t_{\rm normal}=\tfrac43t_f\). The times are 1.67 and 6.67 ns, a ratio of 4.

### (f) A real film

The parameters are rough values in the regime of holes in hydrogenated amorphous silicon. The tail width \(kT_0=2kT=51.7\) meV is slightly above the 45–50 meV that is roughly typical. The apparent mobility is low beside a rough \(10^{-3}\) to \(10^{-2}\) cm²/Vs for such holes. It is very sensitive to \(\alpha\): lowering \(1/\alpha\) from 2 to 1.75, a tail of about 45 meV, reduces \(n^{1/\alpha}\) by \(2500^{0.25}\approx7\) at fixed \(n\). The ratio on doubling \(L\) would then be \(4^{1.75}\approx11\).

**Deep trapping.** Suppose a free hole is also lost to deep traps at a rate \(1/\tau\), without release. The release time for the same \(\nu\) is 0.25 ms at a depth of 0.5 eV, 12 ms at 0.6 eV and 0.6 s at 0.7 eV. Because the late current is small, release matters long before that time: with the values of \(d\) used below, traps at 0.6 eV already raise the current at 1 ms by about 25% in both films, while traps at 0.7 eV raise it by about 1%. What follows therefore applies to traps about 0.7 eV deep or more. Reaching \(yL\) then carries an extra survival factor \(e^{-yd}\), where \(d=t_f/\tau=L^2/(\mu_0\tau V)\), and \(G\) becomes \(G+d\) in \(\hat I\). The early law is unchanged in the limit \(G\gg d\), that is \(t/t_T\to0\). It is approached slowly: for \(d=0.5\) the current is lower by about 4% at \(0.01t_T\) and 13% at \(0.1t_T\).

For the late law, write \(H(g)=(1-e^{-g})/g\) and expand \(H(d+A\sqrt s)\simeq H(d)+H'(d)A\sqrt s\). The constant contributes nothing at \(t>0\). Since \(1/\sqrt s\) belongs to \(1/\sqrt{\pi t}\), and a factor \(s\) means a time derivative, \(\sqrt s\) belongs to \(-t^{-3/2}/(2\sqrt\pi)\) at \(t>0\). Thus

\[
I_{\rm late}=\frac{QA|H'(d)|}{2\sqrt\pi}\,t^{-3/2},\qquad
|H'(d)|=\frac{1-(1+d)e^{-d}}{d^2}.
\]

Equating this to the early law gives a crossing at \(2|H'(d)|\,t_T\), which returns to \(t_T\) as \(d\to0\), where \(|H'|\to1/2\). With a rough \(\mu_0\tau=10^{-8}\) cm²/V, \(d=0.125\) and 0.5 in the two films, so

\[
\text{ratio}=16\,\frac{|H'(0.5)|}{|H'(0.125)|}=16\times\frac{0.361}{0.460}\approx12.5 .
\]

Both crossings move to earlier times, and the thicker film, which loses more of its late carriers, moves by the larger factor. The value 12.5 belongs to the crossing of the asymptotic lines; lines drawn through the current at \(0.1t_T\) and \(10t_T\) give 13.9. If release at a rate \(r\) is allowed, \(d\) becomes \(ds/(s+r)\), and the same lines give 15.5 for traps at 0.6 eV and 28 for traps at 0.5 eV, where the shift has changed sign. Other measures shift differently: the time at which the collected charge reaches \(Q/2\) gives 25.8, the time at which it reaches half its final value gives 13.6, and the median arrival of the holes that do leave stays at 16.

**Other effects**, each taken alone:

- *Field-assisted release.* If the field lowered every release barrier by its full drop over 1 nm, the lowering would be 8.0 meV in the thin film and 4.0 meV in the thick one. With capture unchanged, \(t_T\) varies as the inverse release rate, and the ratio would be \(16e^{4.0/25.85}\approx18.7\). This is an upper estimate for that assumed distance, since not every release is along the field; averaging over directions gives 16.2, or 16.7 if release against the field is left unchanged. The estimate concerns short-range traps only. For centres that bind the hole by a Coulomb force, full Poole–Frenkel lowering at a relative permittivity of 12 is 62 and 44 meV, and the ratio would be about 32.
- *Light absorption.* Holes created 50 nm inside the film travel \(L-50\) nm. The ratio becomes \([2(1.95)/0.95]^2\approx16.9\).
- *Temperature.* With the tail width fixed, \(4^{T_0/T}\) is 17.6 at 290 K and 14.6 at 310 K.
- *Diffusion.* During the free time the spread relative to thickness is \(\sqrt{2kT/eV}=0.08\), with \(e\) the elementary charge. It depends on \(V\) and not on \(L\), so it is the same in both films.
- *Dark conduction.* For a relative permittivity of 12 and a rough dark conductivity of \(10^{-10}\) S/cm, the dielectric relaxation time is about 11 ms. This is long beside 62 µs, but the late branch must be read before then. Reading it at 1 ms in both films gives a ratio of about 15.5 in the ideal model.

For these parameters the factor 16 is a property of the ideal model. At 300 K with \(\alpha=0.5\), deep trapping without release lowers the crossing-time ratio and field-assisted release raises it. Which shift is larger depends on the rough inputs and on the kind of trap. Measured as a difference from 16, the upper estimate for the field over a fixed distance overtakes deep trapping once \(\mu_0\tau\) exceeds about \(1.3\times10^{-8}\) cm²/V or the distance exceeds about 1.3 nm; measured as a factor, the values are \(1.6\times10^{-8}\) cm²/V and 1.6 nm. The direction-averaged field estimate is smaller than the shift from light absorption. A thickness test read from the current, without a correction for deep trapping, therefore needs \(L^2/V\) well below \(\mu_0\tau\) in the thicker film as well; \(d=0.1\) there still lowers the crossing ratio to 15.2.

Numerical values quoted here were computed with a short program.
